# Collinear H + H₂ exchange barrier from UHF and full CI: test program

```python
# Result under test: in one basis, full configuration interaction (FCI) gives
# a lower collinear H + H2 exchange barrier than unrestricted Hartree-Fock (UHF).
# Barrier = E(symmetric saddle) - E(H) - E(H2 at its own bond length).
# Correlation energy Ec = E_FCI - E_UHF at one geometry in one basis.
# bonds = () for H, (r,) for H2, (r1, r2) for H3; lengths in bohr.
# Energies are in hartree inside the program.
from functools import lru_cache
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, fci, ao2mo, lib

lib.num_threads(1)
SMALL, LARGE = "cc-pvdz", "cc-pvtz"
KJ = constants.value("Hartree energy") * constants.N_A / 1000.0


def build(bonds, basis, bend=0.0):
    """Hydrogen chain; bend is the deviation from linearity in degrees."""
    places = [(0.0, 0.0, 0.0)]
    if len(bonds) > 0:
        places.append((0.0, 0.0, float(bonds[0])))
    if len(bonds) > 1:
        t = np.radians(bend)
        places.append((float(bonds[1] * np.sin(t)), 0.0,
                       float(bonds[0] + bonds[1] * np.cos(t))))
    return gto.M(atom=[("H", p) for p in places], unit="Bohr", basis=basis,
                 spin=len(places) % 2, verbose=0)


def run_uhf(mol, density=None):
    """UHF, started by default from atoms with alternating spins."""
    mf = scf.UHF(mol)
    mf.conv_tol = 1e-11
    mf.max_cycle = 200
    if density is None:
        neutral = np.asarray(scf.hf.init_guess_by_minao(mol))
        density = np.zeros((2,) + neutral.shape)
        for atom, (a, b) in enumerate(mol.aoslice_by_atom()[:, 2:4]):
            density[atom % 2, a:b, a:b] = neutral[a:b, a:b]
    mf.kernel(density)
    assert mf.converged
    return mf


def run_fci(mf):
    """Determinant FCI in the alpha orbitals of a UHF calculation."""
    c = mf.mo_coeff[0]
    n = c.shape[1]
    solver = fci.direct_spin1.FCI()
    solver.verbose = 0
    solver.conv_tol = 1e-11
    h = c.T @ mf.get_hcore() @ c
    return solver.kernel(h, ao2mo.kernel(mf.mol, c), n, mf.mol.nelec,
                         ecore=mf.mol.energy_nuc())


def first_quantized_fci(mf):
    """Three electrons: psi[i,j,k], antisymmetric in alpha labels i and j."""
    c = mf.mo_coeff[0]
    n = c.shape[1]
    h = c.T @ mf.get_hcore() @ c
    eri = ao2mo.restore(1, ao2mo.kernel(mf.mol, c), n)
    pair = np.ascontiguousarray(eri.transpose(0, 2, 1, 3)).reshape(n*n, n*n)

    def apply_h(vector):
        psi = vector.reshape(n, n, n)
        psi = 0.5 * (psi - psi.transpose(1, 0, 2))
        # operators on electron 1, and the pair (2,3)
        one = np.tensordot(h, psi, axes=1)
        two_three = (psi.reshape(n, n*n) @ pair.T).reshape(n, n, n)
        # exchange of the alpha labels supplies electron 2 and the pair (1,3)
        part = one + two_three
        out = part - part.transpose(1, 0, 2)
        out = out + psi @ h.T
        out = out + (pair @ psi.reshape(n*n, n)).reshape(n, n, n)
        return (0.5 * (out - out.transpose(1, 0, 2))).ravel()

    hd = np.diag(h)
    coul = np.einsum("iijj->ij", eri)
    exch = np.einsum("ijji->ij", eri)
    diagonal = (hd[:, None, None] + hd[None, :, None] + hd[None, None, :]
                + (coul - exch)[:, :, None] + coul[:, None, :]
                + coul[None, :, :]).ravel()

    def precondition(residual, energy, *rest):
        gap = diagonal - energy
        return residual / np.where(np.abs(gap) < 1e-2, 1e-2, gap)

    start = np.zeros((n, n, n))
    start[0, 1, 0], start[1, 0, 0] = np.sqrt(0.5), -np.sqrt(0.5)
    energy, vector = lib.davidson(apply_h, start.ravel(), precondition,
                                  tol=1e-11, max_cycle=80, max_space=20)
    assert np.linalg.norm(apply_h(vector) - energy * vector) < 1e-4
    return energy + mf.mol.energy_nuc()


@lru_cache(maxsize=None)
def energies(bonds, bend=0.0):
    """UHF and FCI energies in the small basis."""
    mf = run_uhf(build(bonds, SMALL, bend))
    pair = (mf.e_tot, run_fci(mf)[0])
    assert pair[1] <= pair[0] + 1e-9
    return pair


def correlation(bonds):
    e = energies(bonds)
    return e[1] - e[0]


# The hydrogen atom: UHF must equal the one-electron eigenvalue.
atom = run_uhf(build((), SMALL))
e_atom = eigh(atom.get_hcore(), atom.get_ovlp(), eigvals_only=True)[0]
assert abs(atom.e_tot - e_atom) < 1e-9

# Stationary geometries and barriers; index 0 is UHF, index 1 is FCI.
NAMES = ("UHF", "FCI")
OFFSETS = (0.1, 0.3, 0.7, 1.3, 2.3)
re, rs, e_h2, e_ts, barrier = [], [], [], [], []
f_sym, f_anti, bend_rise, profile = [], [], [], []
for m in range(2):
    opt = {"xatol": 1e-4}
    r = minimize_scalar(lambda x: energies((float(x),))[m],
                        bounds=(1.2, 1.8), method="bounded", options=opt).x
    s = minimize_scalar(lambda x: energies((float(x), float(x)))[m],
                        bounds=(1.5, 2.1), method="bounded", options=opt).x
    r, s = float(r), float(s)
    low, top = energies((r,))[m], energies((s, s))[m]
    reactants = e_atom + low
    # no lower point on the sampled symmetric line
    for x in (1.3, 1.5, 2.2, 3.0, 4.5):
        assert energies((x, x))[m] > top
    d = 0.05
    sym = (energies((s+d, s+d))[m] + energies((s-d, s-d))[m] - 2*top) / d**2
    anti = 2 * (energies((s+d, s-d))[m] - top) / d**2
    rise = energies((s, s), 10.0)[m] - top
    assert sym > 0 and anti < 0 and rise > 0
    # descending path on which the two bond orders add to one
    scale = (s - r) / np.log(2.0)
    path = []
    for shift in OFFSETS:
        far = s + shift
        near = r - scale * np.log(1.0 - np.exp(-(far - r) / scale))
        path.append(energies((float(near), far))[m] - reactants)
    assert np.all(np.diff([top - reactants] + path) < 0)
    # separated fragments must give the reactant energy
    assert abs(energies((r, 30.0))[m] - reactants) < 1e-6
    re.append(r)
    rs.append(s)
    e_h2.append(low)
    e_ts.append(top)
    barrier.append(top - reactants)
    f_sym.append(sym)
    f_anti.append(anti)
    bend_rise.append(rise)
    profile.append(path)
assert 0 < barrier[1] < barrier[0]

# Search for lower UHF solutions at the UHF saddle and for H2.
saddle_uhf = run_uhf(build((rs[0], rs[0]), SMALL))
h2_uhf = run_uhf(build((re[0],), SMALL))
for mf in (saddle_uhf, h2_uhf):
    orbitals = mf.stability()[0]
    again = run_uhf(mf.mol, mf.make_rdm1(orbitals, mf.mo_occ))
    assert again.e_tot > mf.e_tot - 1e-8
lopsided = run_uhf(build((rs[0] - 0.3, rs[0] + 0.6), SMALL))
other = run_uhf(saddle_uhf.mol, lopsided.make_rdm1())
assert other.e_tot > saddle_uhf.e_tot - 1e-8
s2_uhf = saddle_uhf.spin_square()[0]
s2_h2 = h2_uhf.spin_square()[0]
assert s2_uhf > 0.75 + 1e-4 and abs(s2_h2) < 1e-5

# Restricted open-shell reference at the UHF saddle.
rohf = scf.ROHF(saddle_uhf.mol)
rohf.conv_tol, rohf.max_cycle = 1e-10, 200
rohf.kernel(saddle_uhf.make_rdm1())
assert rohf.converged and rohf.e_tot >= saddle_uhf.e_tot - 1e-9
barrier_rohf = rohf.e_tot - e_atom - e_h2[0]

# Independent FCI at the FCI saddle, and the spin of the FCI state.
mf = run_uhf(build((rs[1], rs[1]), SMALL))
e_det, ci = run_fci(mf)
e_first = first_quantized_fci(mf)
assert abs(e_det - e_first) < 1e-7
n_small = mf.mo_coeff[0].shape[1]
s2_fci = fci.spin_op.spin_square(ci, n_small, mf.mol.nelec)[0]
assert abs(s2_fci - 0.75) < 1e-5

# Correlation energies at the FCI geometries.
ec_h2 = correlation((re[1],))
ec_ts = correlation((rs[1], rs[1]))
ec_stretched = correlation((rs[1],))
assert ec_ts < ec_h2 and ec_stretched < ec_h2
uhf_common = energies((rs[1], rs[1]))[0] - e_atom - energies((re[1],))[0]
geometry_term = uhf_common - barrier[0]

# Both barriers in the larger basis at the same FCI geometries.
atom_l = run_uhf(build((), LARGE)).e_tot
h2_l = run_uhf(build((re[1],), LARGE))
ts_l = run_uhf(build((rs[1], rs[1]), LARGE))
large_uhf = ts_l.e_tot - atom_l - h2_l.e_tot
large_fci = first_quantized_fci(ts_l) - atom_l - run_fci(h2_l)[0]
assert 0 < large_fci < large_uhf


def show(label, value, digits, unit):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("Main basis cc-pVDZ; larger basis cc-pVTZ")
show("Orbitals for H3, main basis", n_small, 0, "")
show("Determinants for H3, main basis", ci.size, 0, "")
show("Orbitals for H3, larger basis", ts_l.mo_coeff[0].shape[1], 0, "")
show("E(H), both methods", e_atom, 6, "hartree")
for m, name in enumerate(NAMES):
    show(name + " H2 bond length", re[m], 3, "bohr")
    show(name + " saddle bond length", rs[m], 3, "bohr")
    show(name + " E(H2)", e_h2[m], 6, "hartree")
    show(name + " E(saddle)", e_ts[m], 6, "hartree")
    show(name + " barrier", 1000 * barrier[m], 3, "millihartree")
    show(name + " barrier", KJ * barrier[m], 2, "kJ/mol")
    show(name + " symmetric curvature", f_sym[m], 4, "hartree/bohr^2")
    show(name + " antisymmetric curvature", f_anti[m], 4, "hartree/bohr^2")
    show(name + " rise on 10 degree bend", 1000*bend_rise[m], 3,
         "millihartree")
shift = barrier[1] - barrier[0]
show("FCI minus UHF barrier", 1000 * shift, 3, "millihartree")
show("FCI minus UHF barrier", KJ * shift, 2, "kJ/mol")
print("At the FCI geometries, in millihartree:")
show("UHF barrier", 1000 * uhf_common, 3, "")
show("Ec(H2)", 1000 * ec_h2, 3, "")
show("Ec(H2 at saddle bond length)", 1000 * ec_stretched, 3, "")
show("Ec(saddle)", 1000 * ec_ts, 3, "")
show("Ec(saddle) - Ec(H2)", 1000 * (ec_ts - ec_h2), 3, "")
show("  part from stretching H2", 1000 * (ec_stretched - ec_h2), 3, "")
show("  remainder from third atom", 1000 * (ec_ts - ec_stretched), 3, "")
show("UHF geometry term", 1000 * geometry_term, 3, "")
show("<S^2> UHF saddle", s2_uhf, 4, "")
show("<S^2> FCI saddle", s2_fci, 4, "")
show("ROHF barrier at UHF geometries", 1000*barrier_rohf, 3, "millihartree")
print("Path: longer bond minus saddle bond (bohr), UHF, FCI (millihartree)")
for k, shift_k in enumerate(OFFSETS):
    print(f"  {shift_k:.1f}  {1000*profile[0][k]:.3f}  {1000*profile[1][k]:.3f}")
show("Larger basis UHF barrier", 1000 * large_uhf, 3, "millihartree")
show("Larger basis FCI barrier", 1000 * large_fci, 3, "millihartree")
show("Difference of two FCI codes", 1e9*abs(e_det-e_first), 2, "nanohartree")
print("finished without a failed check")
```

Running it gives:

```
Main basis cc-pVDZ; larger basis cc-pVTZ
Orbitals for H3, main basis: 15
Determinants for H3, main basis: 1575
Orbitals for H3, larger basis: 42
E(H), both methods: -0.499278 hartree
UHF H2 bond length: 1.413 bohr
UHF saddle bond length: 1.784 bohr
UHF E(H2): -1.128746 hartree
UHF E(saddle): -1.601153 hartree
UHF barrier: 26.871 millihartree
UHF barrier: 70.55 kJ/mol
UHF symmetric curvature: 0.3198 hartree/bohr^2
UHF antisymmetric curvature: -0.1299 hartree/bohr^2
UHF rise on 10 degree bend: 0.260 millihartree
FCI H2 bond length: 1.438 bohr
FCI saddle bond length: 1.783 bohr
FCI E(H2): -1.163673 hartree
FCI E(saddle): -1.646621 hartree
FCI barrier: 16.330 millihartree
FCI barrier: 42.88 kJ/mol
FCI symmetric curvature: 0.3287 hartree/bohr^2
FCI antisymmetric curvature: -0.0541 hartree/bohr^2
FCI rise on 10 degree bend: 0.259 millihartree
FCI minus UHF barrier: -10.541 millihartree
FCI minus UHF barrier: -27.68 kJ/mol
At the FCI geometries, in millihartree:
UHF barrier: 26.755
Ec(H2): -35.044
Ec(H2 at saddle bond length): -38.613
Ec(saddle): -45.468
Ec(saddle) - Ec(H2): -10.425
  part from stretching H2: -3.570
  remainder from third atom: -6.855
UHF geometry term: -0.116
<S^2> UHF saddle: 0.7885
<S^2> FCI saddle: 0.7500
ROHF barrier at UHF geometries: 37.960 millihartree
Path: longer bond minus saddle bond (bohr), UHF, FCI (millihartree)
  0.1  26.322  16.100
  0.3  23.308  14.768
  0.7  15.764  10.863
  1.3  7.473  5.623
  2.3  1.740  1.366
Larger basis UHF barrier: 27.594 millihartree
Larger basis FCI barrier: 15.724 millihartree
Difference of two FCI codes: 0.00 nanohartree
finished without a failed check
```
